# Gaussian hopping mobility: from inverse-square to nearly Arrhenius on cooling

**Question.** Carriers hop between localised sites whose energies follow a Gaussian distribution. At high temperature the logarithm of their mobility falls roughly as $-1/T^2$. If the carrier density is held at a fixed nonzero value, further cooling turns this law into one that is nearly linear in $1/T$. Why does the curve straighten, and at what temperature?

**Answer.** The activation energy is the distance from the typical energy of the carriers that can respond to heating up to the energy through which current must pass. As long as carriers hop only between nearest neighbours, the upper level is set by the geometry of the site network and hardly moves. The lower level sinks on cooling, because carriers settle ever deeper into the Gaussian tail, and as long as it sinks the activation energy grows. But a site holds one carrier at most, and the tail contains few sites. At fixed density the carriers eventually fill it up to a Fermi level and can sink no further. Both levels then stand nearly still, and a fixed energy difference gives an Arrhenius law.

### The model and its conductances

Let the sites form a simple cubic lattice of spacing $a$, with uncorrelated energies drawn from the density of states per site

$$g(E)=\frac{1}{\sigma\sqrt{2\pi}}\,e^{-E^2/2\sigma^2}.$$

For holes, $E$ is the hole energy, so that carriers of either sign prefer low $E$. Write $\beta=1/kT$, $s=\sigma/kT$, $c$ for the number of carriers per site, $E_F$ for the chemical potential at temperature $T$, and $\eta=\beta E_F$. Carriers interact only by exclusion: no site holds two. Hops join nearest neighbours at the Miller-Abrahams rates

$$w_{ij}=w_0\,e^{-\beta\max(E_j-E_i,\,0)},\qquad w_0=\nu_0e^{-2\alpha a},$$

where $1/\alpha$ is the localisation length and $\nu_0$ the attempt rate.

In the mean-field master equation, which neglects correlations between occupations, the net flow from $i$ to $j$ is $J_{ij}=p_i(1-p_j)w_{ij}-p_j(1-p_i)w_{ji}$. A weak field adds an energy $U_i$ to each $E_i$. Let $\zeta_i$ measure the local shift of the electrochemical potential:

$$\frac{p_i}{1-p_i}=e^{\eta+\beta(\zeta_i-E_i-U_i)}.$$

The rates obey $w_{ji}/w_{ij}=e^{\beta(E_j+U_j-E_i-U_i)}$. The site energies therefore cancel from the ratio of backward to forward flow, which is $e^{\beta(\zeta_j-\zeta_i)}$. To first order in the field,

$$J_{ij}=p_i(1-p_j)w_{ij}\left[1-e^{\beta(\zeta_j-\zeta_i)}\right]\approx\beta\,\Gamma_{ij}(\zeta_i-\zeta_j),$$

$$\Gamma_{ij}=f_i(1-f_j)w_{ij},\qquad f_i=\frac{1}{e^{\beta E_i-\eta}+1}.$$

The electric current is $eJ_{ij}$ and the voltage is $(\zeta_i-\zeta_j)/e$, so each pair of neighbours is a resistor of conductance $e^2\beta\,\Gamma_{ij}$. Take $E_j>E_i$ and insert $f_i=(1-f_i)e^{\eta-\beta E_i}$. The two factors containing $E_i$ cancel, and

$$\Gamma_{ij}=w_0(1-f_i)(1-f_j)\,e^{\eta-\beta\max(E_i,E_j)}.$$

The result is symmetric in $i$ and $j$. For sites several $kT$ above $E_F$ the factors $1-f$ are close to one, and the higher site alone decides the conductance.

### The level through which current passes

When $s$ is large, these conductances differ by many powers of ten. Insert them into an empty lattice in order of decreasing conductance. When the order has reached energy $E$, a bond is present if both of its sites lie below $E$. Current can cross the sample once the sites below $E$ form a spanning cluster. This is site percolation, and the critical energy $E_c$ satisfies

$$\Phi(E_c/\sigma)=p_c,$$

with $\Phi$ the cumulative normal distribution. Bonds much better than the critical ones are in series with them and add little resistance; much poorer bonds are in parallel and add little current. To leading exponential order the effective bond conductance is therefore $e^2\beta w_0K\,e^{\eta-\beta E_c}$, with $K$ a slowly varying factor.

On a cubic lattice the conductivity is the effective bond conductance divided by $a$. The mobility is the conductivity divided by $en$, where $n=c/a^3$:

$$\mu=\frac{e\beta a^2w_0K}{c}\,e^{\eta-\beta E_c}.$$

With $\mu_0=ea^2w_0/\sigma$ we have $e\beta a^2w_0=s\mu_0$. Setting $B=sK$ gives

$$\boxed{\;\mu=B\,\frac{\mu_0}{c}\,e^{-\beta(E_c-E_F)}\;}$$

The law assumes that sites below $E_F$ are rare, so it is meant for small $c$. At fillings of several percent or more it overestimates the mobility, because these sites are mostly full and block current.

The argument does not fix $B$. It was found by solving Kirchhoff's equations, with the full $\Gamma_{ij}$, on four random networks of $28\times14\times14$ sites and averaging $\ln\mu$. For $s$ between 2.9 and 6.8, at two fillings and also without exclusion, $B$ stays between 0.52 and 0.58, while $\mu$ itself changes by up to seven powers of ten. Nearly all of the temperature dependence thus sits in the exponent. These networks are short, and their electrodes bias $B$ upward: longer bars, 10 to 24 sites wide, with the contact contribution removed give $B$ between 0.50 and 0.52 over the same range. The network mobilities quoted below may therefore be too high by a few percent at 400 K and by about 12% at 170 K.

The critical fraction was found from spanning clusters on separate lattices: 0.317 for $24^3$ sites and 0.315 for $48^3$. The second value gives $E_c=-0.48\,\sigma$, which is used below. A small finite-size shift remains: the accepted value for an infinite lattice, 0.3116, would give $-0.49\,\sigma$. The level lies below the centre of the Gaussian because less than half of the sites suffice to cross the sample.

### What the activation energy measures

Define the local activation energy at fixed $c$ as $E_a=-d\ln\mu/d\beta$. With $B$ treated as constant,

$$E_a=E_c-\frac{d\eta}{d\beta}.$$

It contains the derivative of $\beta E_F$, not $E_F$ itself, because the chemical potential also moves with temperature. Differentiate the condition of fixed filling, $c=\int g f\,dE$. Since $f$ depends on $u=\beta E-\eta$ and $df/du=-f(1-f)$,

$$0=-\int g\,f(1-f)\left(E-\frac{d\eta}{d\beta}\right)dE.$$

Solving for the derivative gives

$$\frac{d\eta}{d\beta}=\bar E\equiv\frac{\int E\,g\,f(1-f)\,dE}{\int g\,f(1-f)\,dE},\qquad E_a=E_c-\bar E.$$

The weight $f(1-f)$ selects states that are neither surely full nor surely empty. Thus $\bar E$ is the mean energy of the carriers that can respond to a change of temperature. The shape of $\ln\mu$ now depends on one question: does $\bar E$ keep moving on cooling?

### Dilute carriers: the level keeps sinking

If $f\ll1$ wherever there are carriers, then $f\approx e^{\eta-\beta E}$. Completing the square,

$$-\frac{E^2}{2\sigma^2}-\beta E=-\frac{(E+\beta\sigma^2)^2}{2\sigma^2}+\frac{\beta^2\sigma^2}{2}.$$

The carriers form a Gaussian of unchanged width $\sigma$, centred at

$$\bar E=-\beta\sigma^2=-\frac{\sigma^2}{kT}.$$

Integration gives $c=e^{\eta+s^2/2}$, hence $\eta=\ln c-s^2/2$. In the mobility the factor $e^{\ln c}$ cancels $1/c$:

$$\mu=B\mu_0\exp\left(-\frac{s^2}{2}-\frac{E_c}{\sigma}\,s\right).$$

The mobility of dilute carriers does not depend on their density, and its activation energy $E_c+\sigma^2/kT$ rises without limit on cooling. This is the origin of the inverse-square law.

The law is not purely quadratic. Because $E_c$ is negative, the linear term is positive, and the slope of $\ln\mu$ against $s^2$ is

$$\frac{d\ln\mu}{d(s^2)}=-\frac12-\frac{E_c}{2\sigma s}=-\frac12+\frac{0.24}{s}.$$

Its size is 0.42 at $s=2.9$ and 0.46 at $s=6.8$. A straight line fitted over this range to the networks without exclusion has the coefficient 0.448. A fitted coefficient below $1/2$ thus follows, in this model, from a percolation level below the centre of the Gaussian.

### Where dilution must fail

The Boltzmann form $e^{\eta-\beta E}$ exceeds one for every state below $E_F$. It then asks for more than one carrier per site. How many carriers are affected? In the dilute formula,

$$\frac{E_F}{\sigma}=\frac{\eta}{s}=-\frac{s}{2}-\frac{\ln(1/c)}{s}.$$

The supposed population is centred at $-s\sigma$ with width $\sigma$, so the fraction of it below $E_F$ is

$$\Phi\left(\frac{E_F}{\sigma}+s\right)=\Phi\left(\frac{s}{2}-\frac{\ln(1/c)}{s}\right).$$

On cooling, the centre of the population falls as $-s$, while at large $s$ the dilute $E_F$ falls as $-s/2$. The carriers must overtake their own chemical potential. Half of them lie in the forbidden region when the argument of $\Phi$ vanishes:

$$s_c=\sqrt{2\ln(1/c)},\qquad kT_c=\frac{\sigma}{\sqrt{2\ln(1/c)}}.$$

This defines a convenient crossover temperature, not a sharp transition. Because the population has width $\sigma$, its lower part meets the exclusion limit well above $T_c$, and much of the straightening has already taken place when $T_c$ is reached. As $c\to0$ the crossover moves to zero temperature, but only through the root of a logarithm. A very small density delays the crossover without removing it.

### Filled tail: the level stops

At zero temperature all states up to $E_{F0}$ are full, where $\Phi(E_{F0}/\sigma)=c$. For small $c$ this level is deep in the tail. To find how it is approached, let $N(E)=\int_{-\infty}^{E}g\,dE'$ and integrate the filling condition by parts:

$$c=\int N(E)\left(-\frac{\partial f}{\partial E}\right)dE.$$

The function $-\partial f/\partial E$ is a symmetric peak at $E_F$ with unit area and variance $\pi^2(kT)^2/3$. Expanding $N$ about $E_F$ to second order gives

$$c\approx N(E_F)+\frac{\pi^2}{6}(kT)^2g'(E_F).$$

Next insert $N(E_F)\approx c+g(E_{F0})(E_F-E_{F0})$, and $g'/g=-E/\sigma^2$ for the Gaussian:

$$E_F\approx E_{F0}-\frac{\pi^2}{6}(kT)^2\frac{g'}{g}=E_{F0}\left(1+\frac{\pi^2}{6s^2}\right).$$

Multiply by $\beta$, using $1/s^2=1/(\beta^2\sigma^2)$, and differentiate:

$$\bar E=\frac{d}{d\beta}\left[E_{F0}\left(\beta+\frac{\pi^2}{6\sigma^2\beta}\right)\right]=E_{F0}\left(1-\frac{\pi^2}{6s^2}\right).$$

Since $E_{F0}<0$, the chemical potential approaches its limit from below, while $\bar E$ approaches it from above. The density of states rises with energy, so the partly filled states are weighted towards the upper side. The activation energy becomes

$$E_a\approx(E_c-E_{F0})-\frac{\pi^2}{6s^2}|E_{F0}|.$$

The first part is constant and gives the Arrhenius law. The second is the remaining drift, which dies out as $T^2$; this is why the behaviour is nearly, not strictly, Arrhenius. The expansion requires $g$ to vary little over $kT$, that is $|E_{F0}|kT/\sigma^2\ll1$.

The prefactor changes as well. Deep in the filled-tail regime of this model, with $B$ still treated as constant, $\mu\approx(B\mu_0/c)\,e^{-\beta(E_c-E_{F0})}$. The intercept of this line exceeds the dilute prefactor $B\mu_0$ by the factor $1/c$. A line fitted at finite temperature, where $E_a$ still drifts, has a smaller intercept. Neither can be read as the mobility of a disorder-free lattice.

The same reasoning covers multiple trapping, where carriers move at a transport edge $E_m$ and wait in a Gaussian distribution of traps that holds nearly all of them. The share of mobile carriers is proportional to $e^{-\beta(E_m-E_F)}/c$. If the edge mobility is constant and the mobile states can be treated as a fixed number at $E_m$, then $E_a=E_m-\bar E$, with the same crossover in $\bar E$. A band that extends upward from $E_m$ adds a term of order $kT$.

### Numbers for a polymer film

Take rough parameters for holes in a disordered conjugated polymer of the poly(p-phenylene vinylene) family: $\sigma=0.10$ eV, $a=1.5$ nm, $1/\alpha=0.25$ nm and $\nu_0=10^{14}\ \mathrm{s^{-1}}$. Then $2\alpha a=12$, and

$$\mu_0=\frac{(1.5\times10^{-7}\,\mathrm{cm})^2\,(10^{14}\,\mathrm{s^{-1}})\,e^{-12}}{0.10\ \mathrm{V}}=1.38\times10^{-4}\ \mathrm{cm^2/Vs}.$$

For $c=10^{-3}$, or $3.0\times10^{17}\ \mathrm{cm^{-3}}$, the crossover is at $s_c=\sqrt{2\times6.908}=3.72$, so $T_c=312$ K. For $c=10^{-5}$ it is at 242 K. A hundredfold change of density moves it by only 70 K.

The activation energies in eV, from $E_c-\bar E$, are:

| $T$ (K) | no exclusion | $c=10^{-5}$ | $c=10^{-3}$ |
|---|---|---|---|
| 400 | 0.242 | 0.236 | 0.195 |
| 300 | 0.339 | 0.300 | 0.223 |
| 250 | 0.416 | 0.328 | 0.235 |
| 170 | 0.635 | 0.359 | 0.249 |
| limit $T\to0$ | unbounded | 0.378 | 0.261 |

At 400 K the lower filling almost follows the dilute law, while the higher one already departs from it, as expected of a broad crossover. Between 250 and 170 K, $E_a$ grows by 52% without exclusion but by only 6% at $c=10^{-3}$. The low-temperature formula accounts for most of this small drift, 0.013 of 0.015 eV, although its expansion parameter $|E_{F0}|kT/\sigma^2$ is still 0.67 at 250 K and 0.45 at 170 K. At 170 K, $s=6.83$ and $\bar E\approx-0.309\,(1-0.035)=-0.298$ eV, against $-0.297$ eV from the full integral.

The networks show the same behaviour. Their mean activation energy between 250 and 170 K is 0.241 eV at $c=10^{-3}$, where theory gives 0.243 eV; without exclusion the values are 0.523 and 0.525 eV. The small gap comes from the rise of $B$ on cooling in these short networks; on longer bars it falls below 0.001 eV. A line in $1/T$ fits $\ln\mu$ at $c=10^{-3}$ from 300 to 170 K with an rms error of 0.04, against 0.16 for a line in $1/T^2$. Without exclusion, from 400 to 170 K, the order reverses: 0.74 for $1/T$ and 0.08 for $1/T^2$.

This comparison isolates the cause. Site energies, lattice and hopping rates are the same in both calculations; only the occupation rule differs. The mobility law predicts that exclusion multiplies the mobility by $e^{\eta-\eta_B}$, where $\eta_B=\ln c-s^2/2$. At 170 K and $c=10^{-3}$, $E_F=-0.3202$ eV, so

$$\eta=-21.86,\qquad\eta_B=-6.91-23.30=-30.21.$$

The factor is $e^{8.35}\approx4.2\times10^3$. The networks give $6.86\times10^{-10}$ and $1.63\times10^{-13}\ \mathrm{cm^2/Vs}$, whose ratio is also $4.2\times10^3$. Over all temperatures and both fillings, the predicted logarithm of this ratio errs by at most 0.005. The rare sites below $E_F$, for which the simple form of $\Gamma_{ij}$ fails, therefore matter little in these mean-field networks. The comparison does not test the neglected correlations between occupations.

For the mobility at 300 K and $c=10^{-3}$, use $s=3.868$, $E_F=-0.345$ eV and the mean $B=0.545$:

$$\ln\frac{\mu}{B\mu_0}=6.91-13.34+1.86=-4.57.$$

The terms are $-\ln c$, $\eta$ and $-\beta E_c$. This gives $\mu\approx7.8\times10^{-7}\ \mathrm{cm^2/Vs}$, within 3% of the network value $7.6\times10^{-7}$. Only the size of $B$ was taken from the networks.

### Real films and the limits of the Arrhenius window

A disorder width near 0.1 eV, a spacing of one to two nanometres and a low-density room-temperature mobility of roughly $10^{-7}$ to $10^{-6}\ \mathrm{cm^2/Vs}$ are plausible for such polymers. The filling $10^{-5}$ is diode-like; $10^{-3}$ is at the low end for a transistor channel. The attempt rate is high for a phonon frequency and serves as an effective prefactor; the absolute mobility scales with it, while the activation energies do not. Real films also allow hops beyond the nearest neighbours. Allowing hops to all 26 surrounding sites at $c=10^{-3}$ raises the network mobility by a factor 1.5 at 250 K and 3.4 at 170 K. This lowers the mean activation energy between these temperatures by 0.037 eV, from 0.241 to about 0.204 eV; a longer bar gives 0.244 and 0.208 eV, so the third digit is not settled.

This shift of the mean does not show how the local activation energy varies within the interval. But it is larger than the whole 0.015 eV drift of the nearest-neighbour model there, so the 6% growth cannot be relied on for a real film. The direction of the correction is clear: a longer hop pays a fixed tunnelling factor but avoids high sites, and the energy saved counts for more as $kT$ falls. Cooling further therefore leads towards variable-range hopping, with an activation energy that decreases. The Arrhenius regime is a window, not the final low-temperature law.

Other omissions can also shift the numbers at $c=10^{-3}$. Carriers are about 15 nm apart, and for a relative permittivity of 3 their Coulomb energy is 0.032 eV, about twice $kT$ at 170 K. It can reshape the density of states near $E_F$. With a reorganisation energy of 0.2 eV, lattice relaxation gives a barrier of 0.05 eV for a hop between equal energies. The rise in $E_a$ need not equal this barrier, because relaxation also changes how the hopping rate depends on the energy difference between the sites. In a field of 0.1 MV/cm a carrier gains 0.015 eV per hop along the field, equal to $kT$ at 170 K, so the weak-field mobility may no longer be accurate. Spatial correlation between site energies is also left out, and its effect is not sized here.

Finally, the filled tail must be in equilibrium. The time to escape from $E_F$ to the percolation level is about

$$\tau=\frac{e^{2\alpha a}}{\nu_0}\,e^{\beta(E_c-E_F)},$$

which is 0.2 s at 170 K. This fixes only the order of magnitude, since all prefactors are dropped: in random networks the time varies from site to site, mostly between 0.01 and 0.3 s, with a median near 0.03 s. A measurement much faster than this, or a rapid cooling sweep, need not find the carriers at the Fermi level assumed above. The remaining temperatures and intermediate values are in the numerical output.

## Table of computed values

```
sigma = 0.10 eV, a = 1.5 nm
localisation length = 0.25 nm, 2 alpha a = 12.0
attempt rate = 1.0e+14 1/s
site density = 2.963e+20 cm^-3
mobility scale mu0 = 1.382e-04 cm2/Vs
percolation fraction: 0.3172 (24^3), 0.3152 (48^3)
E_c = -0.481 sigma = -0.0481 eV
No exclusion: T(K), s, E_a(eV), network mu(cm2/Vs)
  400  2.901  0.2420  4.300e-06
  350  3.316  0.2834  1.469e-06
  300  3.868  0.3387  2.681e-07
  250  4.642  0.4161  1.481e-08
  200  5.802  0.5321  6.247e-11
  170  6.826  0.6345  1.633e-13
c = 1e-05: n = 2.963e+15 cm^-3
  s_c = 4.799, T_c = 241.8 K
  E_F(T=0) = -0.4265 eV, limit of E_a = 0.3784 eV
  T(K), E_F(eV), Ebar(eV), E_a(eV), network mu(cm2/Vs)
  400  -0.5413  -0.2844  0.2363  4.375e-06
  350  -0.5112  -0.3161  0.2679  1.558e-06
  300  -0.4858  -0.3480  0.2998  3.287e-07
  250  -0.4654  -0.3762  0.3281  2.936e-08
  200  -0.4500  -0.3978  0.3497  5.850e-10
  170  -0.4429  -0.4073  0.3591  1.586e-11
c = 1e-03: n = 2.963e+17 cm^-3
  s_c = 3.717, T_c = 312.2 K
  E_F(T=0) = -0.3090 eV, limit of E_a = 0.2609 eV
  T(K), E_F(eV), Ebar(eV), E_a(eV), network mu(cm2/Vs)
  400  -0.3738  -0.2426  0.1945  5.618e-06
  350  -0.3584  -0.2572  0.2091  2.466e-06
  300  -0.3450  -0.2709  0.2228  7.590e-07
  250  -0.3337  -0.2828  0.2347  1.319e-07
  200  -0.3246  -0.2926  0.2445  8.395e-09
  170  -0.3202  -0.2974  0.2493  6.864e-10
prefactor B: geometric mean 0.545, range 0.516 to 0.582
largest error of ln(mobility ratio) = 0.005
Mean E_a, 250 to 170 K: network, theory (eV)
  no exclusion: 0.5226, 0.5253
  c = 1e-05: 0.3444, 0.3471
  c = 1e-03: 0.2407, 0.2434
growth of E_a, 250 to 170 K: 6.2 % (c = 1e-3), 52.5 % (no exclusion)
fitted s^2 coefficient, no exclusion = 0.448
rms fit error in ln mu, no exclusion, 400-170 K: 1/T 0.740, 1/T^2 0.079
rms fit error in ln mu, c = 1e-3, 300-170 K: 1/T 0.040, 1/T^2 0.164
Neglected effects at c = 1e-3:
  26-neighbour gain in mu: 1.52 (250 K), 3.39 (170 K)
  resulting change of mean E_a = -0.0369 eV
  carrier distance = 15.0 nm, Coulomb energy = 0.0320 eV (permittivity 3.0)
  field drop per hop at 0.1 MV/cm = 0.0150 eV, kT at 170 K = 0.0146 eV
  relaxation barrier = 0.050 eV (reorganisation energy 0.2 eV)
  escape time from E_F at 170 K = 1.90e-01 s
```
